# Restricted magnetic balance and the diamagnetic term in finite four-component bases: a program that tests the result

```python
# Restricted magnetic balance (RMB) versus restricted kinetic balance (RKB), atomic units.
# h = [[V, c s.pi],[c s.pi, V-2c^2]], pi = p + A, A = B x (r-O)/2, V = -Z/r, s = Pauli vector.
# Small basis: s.p chi/2c (RKB), s.pi chi/2c (RMB), RKB plus s.A chi (EXT).
# Claims: for c->inf RMB gives the matrix of pi^2/2 + s.B/2 + V in the large basis chi;
# RKB replaces A^2/2 by s.A P s.A/2 (P projects on span s.p chi): 2/3 of it for primitive s
# Gaussians, the rest needing diffuse d functions. E(B) = E0 + E1 B + E2 B^2, xi = -2 E2.
# In RMB, d functions change Z^2 E2 of 1s only by (Z/c)^4 (Aminus - Aplus)/288 at leading order,
# Aplus = <u|(T+V-E0)^-1|u>, Aminus = <u|T^-1|u>, u = 2 exp(-r), radial operators for l = 2.
import numpy as np, sympy as sp, mpmath as mp
from math import gamma, pi, sqrt, log
from scipy.linalg import eigh, block_diag, solve_banded
from scipy.optimize import minimize_scalar
from scipy.constants import physical_constants as pc, fine_structure
from pyscf import gto
C0 = 1/fine_structure
XI = pc['atomic unit of magnetizability'][0]

# ---- symbolic identities: (s.pi)^2 = pi^2 + s.B, and the London phase shift
r = sp.symbols('x y z', real=True); Bs = sp.Matrix(sp.symbols('B1:4', real=True))
Os = sp.Matrix(sp.symbols('O1:4', real=True)); Rs = sp.Matrix(sp.symbols('R1:4', real=True))
sg = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]), sp.Matrix([[1, 0], [0, -1]])]
def pis(F, a, o): return -sp.I*F.diff(r[a]) + (Bs.cross(sp.Matrix(r)-o)/2)[a]*F
def spis(F): return sum((sg[a]*pis(F, a, Os) for a in range(3)), sp.zeros(2, 1))
Fs = sp.Matrix([sp.Function('f')(*r), sp.Function('g')(*r)])
rhs = sum((pis(pis(Fs, a, Os), a, Os) + Bs[a]*sg[a]*Fs for a in range(3)), sp.zeros(2, 1))
assert (spis(spis(Fs))-rhs).expand() == sp.zeros(2, 1)
ph = sp.exp(-sp.I*(Bs.cross(Rs-Os)/2).dot(sp.Matrix(r)))
for a in range(3):
    assert sp.simplify(sp.expand(pis(ph*Fs[0], a, Os)-ph*pis(Fs[0], a, Rs))) == 0

# ---- spinors as polynomial * exp(-e r^2): coefficient array [function, spin, monomial]
mon = [(i, j, k) for i in range(4) for j in range(4) for k in range(4) if i+j+k <= 3]
ix = {m: n for n, m in enumerate(mon)}; NM = len(mon)
X = np.zeros((3, NM, NM)); D = np.zeros((3, NM, NM))
for m in mon:
    for a in range(3):
        u = list(m); u[a] += 1
        if tuple(u) in ix:
            X[a, ix[tuple(u)], ix[m]] = 1; D[a, ix[m], ix[tuple(u)]] = u[a]
G = {n: np.zeros((NM, NM)) for n in (0, 2, 4, 6)}
for m1 in mon:
    for m2 in mon:
        t = [m1[a]+m2[a] for a in range(3)]
        if all(v % 2 == 0 for v in t):
            G[sum(t)][ix[m1], ix[m2]] = 2*np.prod([gamma((v+1)/2) for v in t])/gamma((sum(t)+3)/2)
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
def inner(F1, F2, s=0):  # <F1| r^s |F2>
    p = F1[1][:, None]+F2[1][None, :]; out = 0
    for n in G:
        ang = F1[0].conj().reshape(len(F1[1]), -1) @ (F2[0]@G[n]).reshape(len(F2[1]), -1).T
        out = out + ang*gamma((n+3+s)/2)/(2*p**((n+3+s)/2))
    return out
def build(specs):
    C = np.zeros((len(specs), 2, NM), complex); e = np.array([q[2] for q in specs], float)
    for n, (spin, poly, _) in enumerate(specs):
        for m, v in poly.items(): C[n, spin, ix[m]] = v
    return C/np.sqrt(inner((C, e), (C, e)).diagonal().real)[:, None, None], e
def pcomp(F, a): return -1j*(F[0]@D[a].T - 2*F[1][:, None, None]*(F[0]@X[a].T))
def sdot(F, B, O, wp=1.0):  # s.(wp p + A) F
    rel = [F[0]@X[a].T - O[a]*F[0] for a in range(3)]; out = 0
    for a in range(3):
        b, c = (a+1) % 3, (a+2) % 3
        out = out + np.einsum('st,ntm->nsm', sig[a], wp*pcomp(F, a)+0.5*(B[b]*rel[c]-B[c]*rel[b]))
    return out, F[1]
Z3 = np.zeros(3); EZ = np.array([0., 0., 1.])
def pencil(L, kind, B, O, c, Z):
    Sm = sdot(L, B if kind == 'RMB' else Z3, O)
    if kind == 'EXT':
        ex = sdot(L, EZ, O, 0.0); Sm = (np.concatenate([Sm[0], ex[0]]), np.concatenate([Sm[1], ex[1]]))
    Sm = (Sm[0]/(2*c), Sm[1]); SS = inner(Sm, Sm); LS = c*inner(sdot(L, B, O), Sm)
    H = np.block([[-Z*inner(L, L, -1), LS], [LS.conj().T, -Z*inner(Sm, Sm, -1)-2*c*c*SS]])
    return H, block_diag(inner(L, L), SS)
def levels(L, kind, B, O, c, Z=1):
    H, S = pencil(L, kind, B, O, c, Z); d = 1/np.sqrt(S.diagonal().real); d = np.outer(d, d)
    e = eigh(H*d, S*d, eigvals_only=True); return e[e > -c*c]
def response(L, kind, c, Z=1, K=None):  # E0, E1, explicit, positive sum, negative sum
    h = float(Z*Z); M = [pencil(L, kind, s*h*EZ, Z3, c, Z) for s in (1, 0, -1)]
    if K is not None:
        U = block_diag(K, K); M = [(U.conj().T@a@U, U.conj().T@b@U) for a, b in M]
    d = 1/np.sqrt(M[1][1].diagonal().real); d = np.outer(d, d)
    (H0, H1, H2), (S0, S1, S2) = [(M[1][q]*d, (M[0][q]-M[2][q])*d/(2*h),
                                   ((M[0][q]+M[2][q])/2-M[1][q])*d/h**2) for q in (0, 1)]
    e, v = eigh(H0, S0); n0 = int((e < -c*c).sum()); g = v[:, n0]; E0 = e[n0]
    w = v.conj().T@(H1-E0*S1)@g; E1 = w[n0].real
    ex = (g.conj()@(H2-E0*S2-E1*S1)@g).real
    den = e-E0; den[n0] = np.inf; t = -abs(w)**2/den
    return E0, E1, ex, t[n0:].sum(), t[:n0].sum()
def E2(*a, **k): return sum(response(*a, **k)[2:])
def projected(L, F):  # <F|P|F>, P on span s.p L
    P = sdot(L, Z3, Z3); N = inner(P, P); d = 1/np.sqrt(N.diagonal().real)
    M = d[:, None]*inner(P, F); return M.conj().T@np.linalg.solve(N*np.outer(d, d), M)

# ---- finite tilted field, shifted gauge origin, against pyscf nonrelativistic integrals
PS = {(0, 0, 0): 1}; PD0 = {(0, 0, 2): 2, (2, 0, 0): -1, (0, 2, 0): -1}
pol = {0: [PS], 1: [{(1, 0, 0): 1}, {(0, 1, 0): 1}, {(0, 0, 1): 1}],
       2: [{(1, 1, 0): 1}, {(1, 0, 1): 1}, {(0, 1, 1): 1}, {(2, 0, 0): 1, (0, 2, 0): -1}, PD0]}
bas = {0: [0.1, 0.4, 1.6, 6.4], 1: [0.15, 0.6, 2.4], 2: [0.3, 1.2]}
L = build([(s, p, e) for l in bas for e in bas[l] for p in pol[l] for s in (0, 1)])
mol = gto.M(atom='H 0 0 0', spin=1, verbose=0, basis={'H': [[l, [e, 1.0]] for l in bas for e in bas[l]]})
def nr_levels(B, O):
    with mol.with_common_orig(O):
        lm = -1j*mol.intor('int1e_cg_irxp', comp=3)
        rr = mol.intor('int1e_rr', comp=9).reshape(3, 3, mol.nao, mol.nao)
    h = mol.intor('int1e_kin')+mol.intor('int1e_nuc')+0.5*np.einsum('a,aij->ij', B, lm) \
        + np.einsum('ab,abij->ij', B@B*np.eye(3)-np.outer(B, B), rr)/8
    e = eigh(h, mol.intor('int1e_ovlp'), eigvals_only=True); b = np.linalg.norm(B)/2
    return np.sort(np.concatenate([e-b, e+b]))
B = np.array([0.2, -0.1, 0.3]); O = np.array([0.4, 0.2, -0.3])
enr = nr_levels(B, O); S = inner(L, L); V = -inner(L, L, -1)
Pi = sdot(L, B, O); Tp = inner(Pi, Pi)/2; em, am = eigh(Tp+V, S)
assert abs(em-enr).max() < 1e-9
Tk = projected(L, Pi)/2; ek = eigh(Tk+V, S, eigvals_only=True)
sA = sdot(L, B, O, 0.0); Delta = (inner(sA, sA)-projected(L, sA))/2
assert abs(Tp-Tk-Delta).max() < 1e-10 and eigh(Delta, S, eigvals_only=True).min() > -1e-10
assert (ek <= enr+1e-10).all() and enr[0]-ek[0] > 1e-5
rat = {}
for kind, ref in (('RMB', enr), ('RKB', ek)):
    rat[kind] = abs(levels(L, kind, B, O, 200.)-ref).max()/abs(levels(L, kind, B, O, 400.)-ref).max()
    assert abs(rat[kind]-4) < 0.05
a0 = am[:, 0]; dpt = (a0.conj()@(-inner(Pi, Pi, -1)/4-em[0]*Tp/2)@a0).real
dnum = 200.**2*(levels(L, 'RMB', B, O, 200.)[0]-enr[0]); assert abs(dnum/dpt-1) < 5e-3
Pb = sdot(L, 10*B, O); par = (sum(B[a]*pcomp(L, a) for a in range(3))/np.linalg.norm(B), L[1])
gapmin = eigh(inner(Pb, Pb)/2-inner(par, par)/2, S, eigvals_only=True).min(); assert gapmin > -1e-10
print("H, 4s3p2d, B =", B, "a.u., O =", O, "bohr")
print("exponents (bohr^-2):", bas)
print(f"ground: NR pyscf {enr[0]:.8f}, RMB limit {em[0]:.8f}, RKB limit {ek[0]:.8f} Eh")
print(f"RKB limit minus NR {ek[0]-enr[0]:.3e} Eh; NR ground with O = 0 {nr_levels(B, Z3)[0]:.8f} Eh")
print(f"max level error ratio c=200/c=400: RMB {rat['RMB']:.3f}, RKB {rat['RKB']:.3f}")
print(f"c^2 (E_RMB - E_NR): c=200 {dnum:.5f}, formula {dpt:.5f} a.u.")
print(f"min eigenvalue of T_pi - p_par^2/2 at 10 B: {gapmin:.5f} Eh")

# ---- m_j = -1/2 block, B along z, O at nucleus
def block(se, de=()):
    return build([(1, PS, e) for e in se]+[(1, PD0, e) for e in de]
                 + [(0, {(1, 0, 1): 1, (0, 1, 1): -1j}, e) for e in de])
def Fone(t): return 20/7/(1+t)**2*(2*sqrt(t)/(1+t))**5
a = 8/(9*pi); d1 = 1/(16*a)
print(f"single s: a = {a:.6f} bohr^-2, NR E2 = 1/(16a) = {d1:.6f} a.u.; Dirac runs at c = 1000")
for kind, tgt in (('RKB', 2/3), ('RMB', 1.0)):
    f = E2(block([a]), kind, 1000.)/d1; assert abs(f-tgt) < 1e-5
    print(f"  {kind} s only: E2/E2_NR = {f:.6f}")
for t in (1.0, 5/9, 0.2):
    f = E2(block([a], [t*a]), 'RKB', 1000.)/d1; assert abs(f-(2+Fone(t))/3) < 1e-5
    print(f"  RKB + d, b/a = {t:.4f}: E2/E2_NR = {f:.6f}, F = {Fone(t):.6f}")
sA1 = sdot(block([a]), EZ, Z3, 0.0)
topt = minimize_scalar(lambda t: -projected(block([a], [t*a]), sA1)[0, 0].real, bounds=(0.1, 3),
                       method='bounded', options={'xatol': 1e-9}).x
assert abs(topt-5/9) < 1e-4
print(f"  numerically best b/a = {topt:.5f}")

# ---- radial p3/2 channel: zero moment, required d function, b_min^(5/2) law (a = 1)
mp.mp.dps = 30
assert abs(mp.quad(lambda x: (5*x-1.4*x**3)*mp.exp(-0.7*x*x)*x**3, [0, 1, 3, 8, 20])) < 1e-12
gd = lambda x: mp.quad(lambda t: t**4*x*x*mp.exp(-t*t*x*x), [0, 0.5, 1])
for x in (mp.mpf('0.6'), mp.mpf('2.3')):
    assert abs(mp.diff(gd, x)+3*gd(x)/x-x*mp.exp(-x*x)) < 1e-12
R = lambda n, p: mp.gamma(mp.mpf(n+1)/2)/(2*p**(mp.mpf(n+1)/2))
assert abs(6**3*gd(mp.mpf(6))/R(4, mp.mpf(1))-1) < 1e-9
def deficit(n):
    b = [30/mp.mpf('1.5')**k for k in range(n)]
    N = mp.matrix(n, n); m = mp.matrix(n, 1)
    for i in range(n):
        m[i] = 5*R(4, 1+b[i])-2*b[i]*R(6, 1+b[i])
        for j in range(n):
            p = b[i]+b[j]; N[i, j] = 25*R(4, p)-10*p*R(6, p)+4*b[i]*b[j]*R(8, p)
    sc = mp.diag([1/mp.sqrt(N[i, i]) for i in range(n)]); m = sc*m
    return float(1-(m.T*mp.lu_solve(sc*N*sc, m))[0]/R(4, mp.mpf(2))), float(b[-1])
(q1, b1), (q2, b2) = deficit(17), deficit(18); expo = log(q1/q2)/log(b1/b2)
assert abs(expo-2.5) < 0.25
print(f"d set 30/1.5^k, a = 1: 1-F = {q1:.3e} (b_min {b1:.4f}), {q2:.3e} (b_min {b2:.4f})")
print(f"  exponent of b_min = {expo:.3f}; tail r^3 g -> {float(R(4, mp.mpf(1))):.6f}")

# ---- hydrogen, 20 s functions
se = 0.01*2.2**np.arange(20); de = 2.2**(4.0-np.arange(14)); dt = 2.2**(10.0-np.arange(20))
Ls = block(se); Lsd = block(se, de); Pp = sdot(Ls, Z3, Z3)
en, cn = eigh(inner(Pp, Pp)/2-inner(Ls, Ls, -1), inner(Ls, Ls)); c0 = cn[:, :1]
Dm = sum(inner((Ls[0]@X[k].T, se), (Ls[0]@X[k].T, se)) for k in (0, 1))/8
dnr = (c0.conj().T@Dm@c0)[0, 0].real
assert abs(dnr-0.25) < 1e-4 and abs(en[0]+0.5) < 1e-5
sAs = sdot(Ls, EZ, Z3, 0.0)
assert abs(projected(Ls, sAs)/2-2*Dm/3).max() < 1e-8*abs(Dm).max()
print(f"H: s = 0.01*2.2^k, k=0..19; d = 2.2^(4-k), k=0..13 (bohr^-2); c = {C0:.6f}")
print(f"NR in s basis: E0 = {en[0]:.7f} Eh, E2 = {dnr:.7f} a.u., xi = {-2*dnr*XI:.5e} J/T^2")
for kind, tgt in (('RKB', 2/3), ('RMB', 1.0), ('EXT', 1.0)):
    lim = (4*E2(Ls, kind, 200.)-E2(Ls, kind, 100.))/3/dnr; assert abs(lim-tgt) < 2e-6
    _, _, ex, po, ne = response(Ls, kind, C0)
    print(f"{kind} s only: E2 = {ex+po+ne:.7f} a.u.; ratio to NR at c->inf {lim:.7f}")
    print(f"    explicit {round(ex, 7)+0.0:.7f}, positive {po:.3e}, negative {ne:.6e} a.u.")
    assert abs((ex if kind == 'RMB' else ne)/dnr-tgt) < 1e-3
rneg = response(Ls, 'RMB', 50.)[4]/response(Ls, 'RMB', 100.)[4]; assert abs(rneg-16) < 1.6
print(f"RMB negative-energy sum, ratio c=50/c=100: {rneg:.2f}")
for kind, tgt in (('RKB', 0.5), ('RMB', 1.0)):
    f = E2(Ls, kind, C0, K=c0)/dnr; assert abs(f-tgt) < 1e-3
    print(f"{kind} one contracted 1s: E2/E2_NR = {f:.5f}")
prev = 0
for nd in (0, 6, 8, 10, 14):
    Ld = block(se, de[:nd]); f = (c0.conj().T@projected(Ld, sAs)@c0)[0, 0].real/2/dnr
    assert prev < f < 1; prev = f
    bm = f"b_min {de[nd-1]:.5f}" if nd else "s only"
    print(f"RKB {nd:2d} d ({bm}): limit ratio {f:.6f}, E2 = {E2(Ld, 'RKB', C0):.7f} a.u.")
assert 1-prev < 1e-3
for kind in ('RKB', 'RMB'):
    e0 = levels(Lsd, kind, Z3, Z3, 10.)[0]
    fd = [(levels(Lsd, kind, h*EZ, Z3, 10.)[0]+levels(Lsd, kind, -h*EZ, Z3, 10.)[0]-2*e0)/(2*h*h)
          for h in (0.04, 0.02)]
    fdv = (4*fd[1]-fd[0])/3; an = E2(Lsd, kind, 10.); assert abs(fdv-an) < 1e-5
    print(f"{kind} s+d, c = 10: E2 formula {an:.7f}, finite difference {fdv:.7f} a.u.")
eh = E2(Lsd, 'RMB', C0)
print(f"H RMB s+d: E2 = {eh:.7f} a.u., xi = {-2*eh:.7f} a.u. = {-2*eh*XI:.5e} J/T^2")
print(f"  c^2 (E2/E2_NR - 1): s+d {C0**2*(eh/dnr-1):.3f}, s only {C0**2*(E2(Ls, 'RMB', C0)/dnr-1):.3f}")

# ---- what d functions add in RMB: radial grid solve versus four-component sums over states
hg = 1e-3; xg = hg*np.arange(1, 60000); src = 2*np.exp(-xg)
def resolvent(extra):
    ab = np.zeros((3, len(xg))); ab[0] = ab[2] = -0.5/hg**2; ab[1] = 1/hg**2+3/xg**2+extra
    return hg*src@solve_banded((1, 1), ab, src)
Ap = resolvent(0.5-1/xg); Am = 16/5*(17/4-6*log(2))
assert abs(resolvent(0.0)/Am-1) < 1e-4
def dpart(c, Z):  # Z^2 (c/Z)^4 times the d contribution to the positive and negative sums
    o1 = response(block(se*Z*Z, dt*Z*Z), 'RMB', c, Z); o0 = response(block(se*Z*Z), 'RMB', c, Z)
    return [(o1[q]-o0[q])*Z*Z*(c/Z)**4 for q in (3, 4)]
dp, dn = dpart(50., 1)
assert abs(dp/(-Ap/288)-1) < 1e-2 and abs(dn/(Am/288)-1) < 1e-2
assert abs((dp+dn)/((Am-Ap)/288)-1) < 0.15
print(f"extended d = 2.2^(10-k), k=0..19; A+ = {Ap:.5f} (grid), A- = {Am:.5f} a.u.")
print(f"  formula: -A+/288 = {-Ap/288:.4e}, A-/288 = {Am/288:.4e}, sum {(Am-Ap)/288:.3e} a.u.")
print(f"  RMB c = 50, c^4 * d part: positive {dp:.4e}, negative {dn:.4e}, sum {dp+dn:.3e} a.u.")

# ---- Sn49+, exponents scaled by Z^2, extended d set
Z = 50; gam = sqrt(1-(Z/C0)**2); res = {}; za4 = (Z/C0)**4
print(f"Z = 50: gamma = {gam:.6f}, Dirac E0 = {C0**2*(gam-1):.4f} Eh, E1 = {-(1+2*gam)/6:.6f} a.u.")
for kind in ('RKB', 'RMB'):
    for nm, dd in (('s', ()), ('s+d', dt*Z*Z)):
        o = response(block(se*Z*Z, dd), kind, C0, Z); res[kind, nm] = Z*Z*sum(o[2:])
        assert abs(o[0]/(C0**2*(gam-1))-1) < 2e-4 and abs(o[1]+(1+2*gam)/6) < 1e-4
        print(f"  {kind} {nm}: E0 = {o[0]:.4f} Eh, E1 = {o[1]:.6f}, Z^2 E2 = {res[kind, nm]:.6f} a.u.")
assert abs(res['RKB', 's+d']/res['RMB', 's+d']-1) < 2e-3
dp, dn = dpart(C0, Z)
assert 0.5 < dp/(-Ap/288) < 2 and 0.5 < dn/(Am/288) < 2 and abs(dp+dn) < 0.2*abs(dp)
print(f"  (Z/c)^4 = {za4:.5f}; RMB d part of Z^2 E2: positive {dp*za4:.3e}, negative {dn*za4:.3e},")
print(f"    sum {(dp+dn)*za4:.2e}, leading-order sum {(Am-Ap)/288*za4:.2e} a.u.")
print(f"  ratio to RMB s+d: RKB s {res['RKB','s']/res['RMB','s+d']:.4f}, RMB s {res['RMB','s']/res['RMB','s+d']:.6f}")
print(f"  xi (RMB s+d) = {-2*res['RMB','s+d']/Z**2:.5e} a.u. = {-2*res['RMB','s+d']/Z**2*XI:.4e} J/T^2")
print("ALL CHECKS PASSED")
```

Running it gives:

```
H, 4s3p2d, B = [ 0.2 -0.1  0.3] a.u., O = [ 0.4  0.2 -0.3] bohr
exponents (bohr^-2): {0: [0.1, 0.4, 1.6, 6.4], 1: [0.15, 0.6, 2.4], 2: [0.3, 1.2]}
ground: NR pyscf -0.65236186, RMB limit -0.65236186, RKB limit -0.65844145 Eh
RKB limit minus NR -6.080e-03 Eh; NR ground with O = 0 -0.65247982 Eh
max level error ratio c=200/c=400: RMB 3.999, RKB 3.999
c^2 (E_RMB - E_NR): c=200 -0.08168, formula -0.08168 a.u.
min eigenvalue of T_pi - p_par^2/2 at 10 B: 0.05763 Eh
single s: a = 0.282942 bohr^-2, NR E2 = 1/(16a) = 0.220893 a.u.; Dirac runs at c = 1000
  RKB s only: E2/E2_NR = 0.666666
  RMB s only: E2/E2_NR = 0.999999
  RKB + d, b/a = 1.0000: E2/E2_NR = 0.904761, F = 0.714286
  RKB + d, b/a = 0.5556: E2/E2_NR = 0.984778, F = 0.954337
  RKB + d, b/a = 0.2000: E2/E2_NR = 0.818814, F = 0.456445
  numerically best b/a = 0.55556
d set 30/1.5^k, a = 1: 1-F = 4.752e-05 (b_min 0.0457), 1.719e-05 (b_min 0.0304)
  exponent of b_min = 2.508; tail r^3 g -> 0.664670
H: s = 0.01*2.2^k, k=0..19; d = 2.2^(4-k), k=0..13 (bohr^-2); c = 137.035999
NR in s basis: E0 = -0.5000000 Eh, E2 = 0.2500007 a.u., xi = -3.94553e-29 J/T^2
RKB s only: E2 = 0.1666531 a.u.; ratio to NR at c->inf 0.6666667
    explicit 0.0000000, positive -3.544e-10, negative 1.666531e-01 a.u.
RMB s only: E2 = 0.2499829 a.u.; ratio to NR at c->inf 1.0000000
    explicit 0.2499829, positive -2.461e-10, negative 1.373945e-10 a.u.
EXT s only: E2 = 0.2499829 a.u.; ratio to NR at c->inf 1.0000000
    explicit 0.0000000, positive -3.544e-10, negative 2.499829e-01 a.u.
RMB negative-energy sum, ratio c=50/c=100: 15.98
RKB one contracted 1s: E2/E2_NR = 0.49996
RMB one contracted 1s: E2/E2_NR = 0.99996
RKB  0 d (s only): limit ratio 0.666667, E2 = 0.1666531 a.u.
RKB  6 d (b_min 0.45455): limit ratio 0.760835, E2 = 0.1901949 a.u.
RKB  8 d (b_min 0.09391): limit ratio 0.968822, E2 = 0.2421891 a.u.
RKB 10 d (b_min 0.01940): limit ratio 0.999343, E2 = 0.2498188 a.u.
RKB 14 d (b_min 0.00083): limit ratio 0.999999, E2 = 0.2499827 a.u.
RKB s+d, c = 10: E2 formula 0.2466719, finite difference 0.2466711 a.u.
RMB s+d, c = 10: E2 formula 0.2466721, finite difference 0.2466714 a.u.
H RMB s+d: E2 = 0.2499829 a.u., xi = -0.4999659 a.u. = -3.94525e-29 J/T^2
  c^2 (E2/E2_NR - 1): s+d -1.333, s only -1.333
extended d = 2.2^(10-k), k=0..19; A+ = 0.29706 (grid), A- = 0.29157 a.u.
  formula: -A+/288 = -1.0315e-03, A-/288 = 1.0124e-03, sum -1.906e-05 a.u.
  RMB c = 50, c^4 * d part: positive -1.0287e-03, negative 1.0096e-03, sum -1.904e-05 a.u.
Z = 50: gamma = 0.931059, Dirac E0 = -1294.6261 Eh, E1 = -0.477020 a.u.
  RKB s: E0 = -1294.6241 Eh, E1 = -0.477020, Z^2 E2 = 0.132358 a.u.
  RKB s+d: E0 = -1294.6241 Eh, E1 = -0.477020, Z^2 E2 = 0.206488 a.u.
  RMB s: E0 = -1294.6241 Eh, E1 = -0.477020, Z^2 E2 = 0.206488 a.u.
  RMB s+d: E0 = -1294.6241 Eh, E1 = -0.477020, Z^2 E2 = 0.206488 a.u.
  (Z/c)^4 = 0.01772; RMB d part of Z^2 E2: positive -1.293e-05, negative 1.267e-05,
    sum -2.61e-07, leading-order sum -3.38e-07 a.u.
  ratio to RMB s+d: RKB s 0.6410, RMB s 1.000001
  xi (RMB s+d) = -1.65190e-04 a.u. = -1.3035e-32 J/T^2
ALL CHECKS PASSED
```
